# Interband velocity of a two-site chain and its Bloch phases: a program that tests the result

```python
"""Interband velocity of a two-site chain and the phase convention of Bloch sums.

Result under test, with hbar = 1:
    v_cv = <c| dH_s/dk |v> + i (E_c - E_v) (d - s) conj(c_B) v_B
so dH_s/dk alone is right when the phase offset s equals the distance d.

Symbols: a lattice constant; d position of orbital B relative to A in a cell;
t1 hopping A-B inside the cell; t2 hopping from A to B of the cell on the left;
delta on-site energy (+delta on A, -delta on B); s offset of B relative to A in
the Bloch phases (s = 0: lattice-vector convention, s = d: position convention,
s = a: lattice-vector convention after pairing A with the B on its left);
c, v upper and lower band. Energies in eV, lengths in angstrom.
"""
from collections import namedtuple
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq

Chain = namedtuple("Chain", "a d t1 t2 delta")


def bloch_hamiltonian(k, m, s):
    f = m.t1 * np.exp(1j * k * s) + m.t2 * np.exp(1j * k * (s - m.a))
    return np.array([[m.delta, f], [np.conj(f), -m.delta]])


def bands(k, m):
    """Energies and eigenvectors, lattice convention, A component positive."""
    energy, vectors = np.linalg.eigh(bloch_hamiltonian(k, m, 0.0))
    vectors = vectors * np.exp(-1j * np.angle(vectors[0]))
    return energy, vectors[:, 0], vectors[:, 1]


def derivative_element(k, m, s, bra, ket, step=1e-5):
    """<bra| dH_s/dk |ket>; the vectors are given in the lattice convention."""
    slope = (bloch_hamiltonian(k + step, m, s)
             - bloch_hamiltonian(k - step, m, s)) / (2 * step)
    phase = np.array([1.0, np.exp(-1j * k * s)])
    return np.vdot(phase * bra, slope @ (phase * ket))


def open_chain(m, cells, dipole=0.0):
    """Real-space Hamiltonian and position matrix of a finite chain."""
    size = 2 * cells
    h = np.zeros((size, size))
    x = np.zeros((size, size))
    for n in range(cells):
        site_a, site_b = 2 * n, 2 * n + 1
        h[site_a, site_a], h[site_b, site_b] = m.delta, -m.delta
        h[site_a, site_b] = h[site_b, site_a] = m.t1
        if n > 0:
            h[site_a, site_b - 2] = h[site_b - 2, site_a] = m.t2
        x[site_a, site_a] = (n - cells // 2) * m.a
        x[site_b, site_b] = (n - cells // 2) * m.a + m.d
        x[site_a, site_b] = x[site_b, site_a] = dipole
    return h, x


def true_element(k, m, bra, ket, dipole=0.0):
    """Element of i[H,x] per cell, from real-space matrices and Bloch amplitudes."""
    cells = 9
    middle = cells // 2
    h, x = open_chain(m, cells, dipole)
    velocity = 1j * (h @ x - x @ h)
    wave = np.kron(np.exp(1j * k * m.a * (np.arange(cells) - middle)), ket)
    return np.vdot(bra, (velocity @ wave)[2 * middle:2 * middle + 2])


def closed_square(k, m, s):
    """Closed form of |<c|dH_s/dk|v>|^2."""
    cosine, sine = np.cos(k * m.a), np.sin(k * m.a)
    f2 = m.t1**2 + m.t2**2 + 2 * m.t1 * m.t2 * cosine
    winding = (s * m.t1**2 - (m.a - s) * m.t2**2
               + (2 * s - m.a) * m.t1 * m.t2 * cosine)
    radial = m.a * m.t1 * m.t2 * sine
    return (winding**2 + m.delta**2 / (m.delta**2 + f2) * radial**2) / f2


# Random chains, wave vectors and phase offsets.
rng = np.random.default_rng(7)
for trial in range(40):
    a = rng.uniform(3, 6)
    m = Chain(a, a * rng.uniform(0.15, 0.85), rng.uniform(-3, -1.5),
              rng.choice([-1, 1]) * rng.uniform(0.4, 1.2), rng.uniform(0.3, 1.5))
    k = rng.uniform(-np.pi, np.pi) / a
    (e_v, e_c), low, up = bands(k, m)
    exact = true_element(k, m, up, low)
    f_abs = abs(bloch_hamiltonian(k, m, 0.0)[0, 1])
    assert abs(derivative_element(k, m, m.d, up, low) - exact) < 1e-6
    for s in (0.0, m.a, rng.uniform(-a, a)):
        bare = derivative_element(k, m, s, up, low)
        added = 1j * (e_c - e_v) * (m.d - s) * np.conj(up[1]) * low[1]
        assert abs(bare + added - exact) < 1e-6
        assert abs(abs(bare - exact) - abs(m.d - s) * f_abs) < 1e-6
        assert abs(abs(bare)**2 - closed_square(k, m, s)) < 1e-5
    assert abs(abs(exact)**2 - closed_square(k, m, m.d)) < 1e-8
    # Band slope and band curvature do not reveal the convention.
    h1, h2 = 1e-5, 1e-4
    slope = (bands(k + h1, m)[0][1] - bands(k - h1, m)[0][1]) / (2 * h1)
    curve = (bands(k + h2, m)[0][0] - 2 * e_v + bands(k - h2, m)[0][0]) / h2**2
    assert abs(true_element(k, m, up, up) - slope) < 1e-6
    for s in (0.0, m.d):
        assert abs(derivative_element(k, m, s, up, up) - slope) < 1e-6
        second = (bloch_hamiltonian(k + h2, m, s) - 2 * bloch_hamiltonian(k, m, s)
                  + bloch_hamiltonian(k - h2, m, s)) / h2**2
        ket = np.array([1.0, np.exp(-1j * k * s)]) * low
        rule = (np.vdot(ket, second @ ket).real
                - 2 * abs(derivative_element(k, m, s, up, low))**2 / (e_c - e_v))
        assert abs(rule - curve) < 1e-3  # second differences: rounding, truncation
    # An A-B dipole adds a further commutator even with position phases.
    p = rng.uniform(0.1, 0.4)
    mixing = np.conj(up[0]) * low[1] + np.conj(up[1]) * low[0]
    with_dipole = (derivative_element(k, m, m.d, up, low)
                   + 1j * (e_c - e_v) * p * mixing)
    assert abs(with_dipole - true_element(k, m, up, low, p)) < 1e-6

# Worked example.
m = Chain(a=4.0, d=1.5, t1=-2.0, t2=-1.0, delta=1.0)
k = np.pi / 3 / m.a
(e_v, e_c), low, up = bands(k, m)
f = bloch_hamiltonian(k, m, 0.0)[0, 1]
exact = true_element(k, m, up, low)
bare = derivative_element(k, m, 0.0, up, low)
added = 1j * (e_c - e_v) * m.d * np.conj(up[1]) * low[1]
other = derivative_element(k, m, m.a, up, low)
assert abs(bare + added - exact) < 1e-6
atomic_unit = (physical_constants["Hartree energy in eV"][0]
               * physical_constants["Bohr radius"][0] * 1e10)


def show(label, value, unit, digits=4):
    if isinstance(value, complex):
        text = f"{value.real:.{digits}f} {value.imag:+.{digits}f} i"
    else:
        text = f"{value:.{digits}f}"
    print(f"{label}: {text} {unit}".rstrip())


show("lattice constant a", m.a, "angstrom", 1)
show("distance d", m.d, "angstrom", 1)
show("hopping t1", m.t1, "eV", 1)
show("hopping t2", m.t2, "eV", 1)
show("on-site energy delta", m.delta, "eV", 1)
show("k at ka = pi/3", k, "1/angstrom")
show("f", complex(f), "eV")
show("|f|", abs(f), "eV")
show("upper band energy E", e_c, "eV")
show("transition energy", e_c - e_v, "eV")
show("c_A", up[0].real, "")
show("c_B", complex(up[1]), "")
show("v_A", low[0].real, "")
show("v_B", complex(low[1]), "")
show("upper band slope", true_element(k, m, up, up).real, "eV angstrom")
show("<c|dH/dk|v>, lattice phases", complex(bare), "eV angstrom")
show("correction term", complex(added), "eV angstrom")
show("true v_cv from i[H,x]", complex(exact), "eV angstrom")
show("|correction|", abs(added), "eV angstrom")
show("|v_cv| true", abs(exact), "eV angstrom")
show("|v_cv| true", abs(exact) / atomic_unit, "atomic units")
show("|element| lattice phases", abs(bare), "eV angstrom")
show("|element| lattice phases", abs(bare) / atomic_unit, "atomic units")
show("|element| lattice phases, other cell", abs(other), "eV angstrom")
show("ratio of squares, lattice/true", abs(bare)**2 / abs(exact)**2, "", 3)
show("ratio of squares, other cell/true", abs(other)**2 / abs(exact)**2, "", 2)

print("squares in eV^2 angstrom^2: true, lattice, lattice with other cell")
for name, angle in (("0", 0.0), ("pi/3", np.pi / 3), ("pi/2", np.pi / 2),
                    ("pi", np.pi)):
    q = angle / m.a
    (lo, hi), w_low, w_up = bands(q, m)
    squares = [abs(true_element(q, m, w_up, w_low))**2]
    squares += [abs(derivative_element(q, m, s, w_up, w_low))**2
                for s in (0.0, m.a)]
    print(f"  ka = {name}, transition {hi - lo:.4f} eV: "
          + ", ".join(f"{value:.3f}" for value in squares))


# Finite open chains: only the position matrix enters, no Bloch phase.
def dipole_sum(cells):
    h, x = open_chain(m, cells)
    energy, states = np.linalg.eigh(h)
    empty, filled = energy > 0, energy < 0
    x_cv = states[:, empty].T @ x @ states[:, filled]
    gap = energy[empty][:, None] - energy[filled][None, :]
    return np.sum((gap * x_cv)**2)


bulk = (dipole_sum(120) - dipole_sum(60)) / 60
grid = 2 * np.pi / m.a * np.arange(600) / 600
average = [np.mean(closed_square(grid, m, s)) for s in (m.d, 0.0, m.a)]
assert abs(bulk - average[0]) < 1e-7
assert min(abs(bulk - average[1]), abs(bulk - average[2])) > 0.5
show("open chains, sum per cell", bulk, "eV^2 angstrom^2")
show("zone average, position phases", average[0], "eV^2 angstrom^2")
show("zone average, lattice phases", average[1], "eV^2 angstrom^2")
show("zone average, lattice phases, other cell", average[2], "eV^2 angstrom^2")


# Wave vector at which the wrong element has the right modulus.
def modulus_difference(angle):
    q = angle / m.a
    _, w_low, w_up = bands(q, m)
    return (abs(derivative_element(q, m, 0.0, w_up, w_low))**2
            - abs(true_element(q, m, w_up, w_low))**2)


crossing = brentq(modulus_difference, 1.2, 2.0)
predicted = ((m.a * m.t2**2 - m.d / 2 * (m.t1**2 + m.t2**2))
             / (m.t1 * m.t2 * (m.d - m.a)))
assert abs(np.cos(crossing) - predicted) < 1e-6
q = crossing / m.a
_, w_low, w_up = bands(q, m)
true_there = true_element(q, m, w_up, w_low)
miss = abs(derivative_element(q, m, 0.0, w_up, w_low) - true_there)
assert miss > 1.0
show("equal moduli at ka", crossing, "rad")
show("cos(ka) there", np.cos(crossing), "")
show("common modulus there", abs(true_there), "eV angstrom")
show("|difference of complex elements| there", miss, "eV angstrom")

# Uniform chain described with a doubled cell: vertical transitions are forbidden.
uniform = Chain(a=4.0, d=2.0, t1=-1.0, t2=-1.0, delta=0.0)
for angle in (0.4, np.pi / 3, 2.5):
    q = angle / uniform.a
    _, w_low, w_up = bands(q, uniform)
    allowed = abs(true_element(q, uniform, w_up, w_low))
    spurious = abs(derivative_element(q, uniform, 0.0, w_up, w_low))
    assert allowed < 1e-10
    assert abs(spurious - uniform.a * abs(uniform.t1 * np.cos(angle / 2))) < 1e-6
    if angle == np.pi / 3:
        show("uniform chain, d", uniform.d, "angstrom", 1)
        show("uniform chain, t1 = t2", uniform.t1, "eV", 1)
        show("uniform chain, true |v_cv| at ka = pi/3", allowed, "eV angstrom")
        show("uniform chain, lattice phases", spurious, "eV angstrom")

# Off-diagonal position element between A and B of one cell.
p = 0.2
show("A-B dipole p", p, "angstrom", 1)
show("|v_cv| with dipole p", abs(true_element(k, m, up, low, p)), "eV angstrom")

print("no test failed")
```

Printed output:

```
lattice constant a: 4.0 angstrom
distance d: 1.5 angstrom
hopping t1: -2.0 eV
hopping t2: -1.0 eV
on-site energy delta: 1.0 eV
k at ka = pi/3: 0.2618 1/angstrom
f: -2.5000 +0.8660 i eV
|f|: 2.6458 eV
upper band energy E: 2.8284 eV
transition energy: 5.6569 eV
c_A: 0.8227
c_B: -0.5372 -0.1861 i
v_A: 0.5685
v_B: 0.7773 +0.2693 i
upper band slope: -2.4495 eV angstrom
<c|dH/dk|v>, lattice phases: 0.9258 +3.0237 i eV angstrom
correction term: -0.0000 -3.9686 i eV angstrom
true v_cv from i[H,x]: 0.9258 -0.9449 i eV angstrom
|correction|: 3.9686 eV angstrom
|v_cv| true: 1.3229 eV angstrom
|v_cv| true: 0.0919 atomic units
|element| lattice phases: 3.1623 eV angstrom
|element| lattice phases: 0.2196 atomic units
|element| lattice phases, other cell: 7.6158 eV angstrom
ratio of squares, lattice/true: 5.714
ratio of squares, other cell/true: 33.14
squares in eV^2 angstrom^2: true, lattice, lattice with other cell
  ka = 0, transition 6.3246 eV: 0.250, 16.000, 64.000
  ka = pi/3, transition 5.6569 eV: 1.750, 10.000, 58.000
  ka = pi/2, transition 4.8990 eV: 4.583, 5.333, 53.333
  ka = pi, transition 2.8284 eV: 30.250, 16.000, 64.000
open chains, sum per cell: 9.1385 eV^2 angstrom^2
zone average, position phases: 9.1385 eV^2 angstrom^2
zone average, lattice phases: 9.8885 eV^2 angstrom^2
zone average, lattice phases, other cell: 57.8885 eV^2 angstrom^2
equal moduli at ka: 1.6208 rad
cos(ka) there: -0.0500
common modulus there: 2.2345 eV angstrom
|difference of complex elements| there: 3.2863 eV angstrom
uniform chain, d: 2.0 angstrom
uniform chain, t1 = t2: -1.0 eV
uniform chain, true |v_cv| at ka = pi/3: 0.0000 eV angstrom
uniform chain, lattice phases: 3.4641 eV angstrom
A-B dipole p: 0.2 angstrom
|v_cv| with dipole p: 0.7937 eV angstrom
no test failed
```
